# Island Coverage of a Nongrowth Surface at Constant Nucleation Rate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from random births to covered area

Q: In area-selective deposition, film should grow on one part of a wafer and leave the nongrowth surface beside it bare. Unwanted islands still appear there. If I know how often they appear and how fast they spread, can I predict how much of the surface is covered? Adding up the island areas looks sufficient.

A: Adding the areas of complete circles works while the islands are few. Later they meet, and the sum counts some surface twice or more. It eventually exceeds the total area, so it cannot be the coverage. We need a way to treat the overlaps, and for that the model must be stated precisely.

The nongrowth surface is flat, uniform and wide, and it is bare at time $t=0$. On a small bare area $dA$, during a short time $dt$, a nucleus appears with probability $J\,dA\,dt$, whatever happened elsewhere or before. The constant $J$ is thus a rate per unit of bare area and time. A nucleus has negligible size at birth. It becomes a circular island whose free edge moves outward at a constant speed $v$, the same for all islands. Where two islands touch, their edges stop. Islands neither move nor dissolve.

In deposition by cycles, $t$ may be the number of cycles. Then $J$ is a number per area per cycle, and $v$ is a length per cycle.

Q: Why insist on bare area? A rate per area is a rate per area.

A: The two readings agree at the start and separate as the bare surface shrinks. If $\theta$ is the covered fraction, our choice gives $J(1-\theta)$ real nuclei per unit of total area and time. A fixed number per unit of total area would require the remaining bare surface to become steadily more active. That is a different model with a different coverage.

Q: Very well. My first objection concerns islands that meet. Once they touch they are no longer circles. One island may also stand in the way of another and protect the surface behind it. How can circles still be used?

A: The obstructing island covers the surface behind it no later than the obstructed one would have done. To show this, let nucleus $i$ be born at time $t_i$ and position $\mathbf z_i$. Without obstruction, its edge would reach a point $\mathbf x$ at

$$
\tau_i(\mathbf x)=t_i+\frac{|\mathbf x-\mathbf z_i|}{v}.
$$

Let $i$ be the nucleus with the smallest value of $\tau$ at $\mathbf x$. Suppose its straight path to $\mathbf x$ were blocked at a point $\mathbf y$ by another island $j$ that got there earlier, so that $\tau_j(\mathbf y)<\tau_i(\mathbf y)$. The triangle inequality says that going from $\mathbf z_j$ directly to $\mathbf x$ is no longer than going through $\mathbf y$:

$$
\tau_j(\mathbf x)\le t_j+\frac{|\mathbf y-\mathbf z_j|}{v}+\frac{|\mathbf x-\mathbf y|}{v}
=\tau_j(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}.
$$

Now insert the supposed inequality at $\mathbf y$:

$$
\tau_j(\mathbf x)<\tau_i(\mathbf y)+\frac{|\mathbf x-\mathbf y|}{v}=\tau_i(\mathbf x).
$$

The last equality holds because $\mathbf y$ lies on the straight line from $\mathbf z_i$ to $\mathbf x$, so the two distances add. The result contradicts the choice of $i$ as the earliest. The path is therefore free, and $\mathbf x$ is covered at the smallest of the times $\tau_i(\mathbf x)$. It cannot be covered sooner, since no path from a nucleus is shorter than the straight one.

The covered region is thus the union of complete discs of radius $v(t-t_i)$. Individual islands lose their circular shape, but the region they cover together is the same as if the discs passed through one another.

Q: The births are still correlated with the islands. No nucleus can appear on a covered place, so the nuclei aren't scattered independently. You cannot use the statistics of independent events.

A: That is true of the real nuclei. We can, however, add fictitious births that restore independence without changing the covered region. Imagine attempts at nucleation everywhere, covered or not, at the same constant rate $J$ per unit of total area. An attempt on bare surface becomes a real nucleus. An attempt on covered surface is refused, and we call it a phantom.

The attempts in the next short interval are independent of the past, while the present covered region is determined by the past. The accepted attempts therefore occur at rate $J$ per bare area, as the model requires.

Now let each phantom grow a disc too. A phantom $p$ is born at a place already covered by some real island $i$, which means

$$
|\mathbf z_p-\mathbf z_i|\le v(t_p-t_i).
$$

At a later time $t$ the two radii are $r_p=v(t-t_p)$ and $r_i=v(t-t_i)$. The farthest point of the phantom disc from $\mathbf z_i$ lies at a distance

$$
r_p+|\mathbf z_p-\mathbf z_i|\le v(t-t_p)+v(t_p-t_i)=v(t-t_i)=r_i.
$$

The phantom disc lies inside the real one at all later times. Including it changes no covered point, and the full set of births is now independent and uniform in space and time.

Q: That cancellation looks delicate. Does it survive if islands slow down with age?

A: Not in general. Let the radius at age $a$ be $\rho(a)$. A phantom born at the rim of a parent of age $b$ has, after a further time $a$, its farthest point at $\rho(b)+\rho(a)$ from the parent's centre. The parent's radius is $\rho(a+b)$. Containment requires

$$
\rho(a)+\rho(b)\le\rho(a+b).
$$

For $\rho(a)=va$ this is an equality. For a radius that grows as the square root of age it fails, because $\sqrt a+\sqrt b>\sqrt{a+b}$ when both ages are positive. Phantoms would then stick out and the method would count area that isn't covered.

A speed that varies with clock time, but is the same for all islands at each instant, causes no such trouble. Both edges then advance equally after the phantom's birth, and containment is kept.

Q: I accept constant $v$. How do you get a coverage from a cloud of discs without treating overlaps of two, three and more?

A: Ask for the opposite event. Choose a point before knowing where the nuclei are, and find the probability that it is still bare at time $t$. It is bare if no birth has had the time to reach it. A birth at time $s$ has radius $v(t-s)$ at time $t$, so it covers our point if it happened within that distance. The dangerous area for births at time $s$ is

$$
\pi v^2(t-s)^2 .
$$

It is large for early births and shrinks to zero as $s$ approaches $t$. In a diagram with two directions for the surface and one for time, the dangerous births fill a cone with its tip at our point and time.

The expected number $X$ of births in this cone is the rate times the area, added over all birth times:

$$
X(t)=\int_0^t J\,\pi v^2(t-s)^2\,ds .
$$

Replace $s$ by the age $u=t-s$. Then $ds=-du$, and the limits $s=0$ and $s=t$ become $u=t$ and $u=0$. The minus sign reverses the limits:

$$
X(t)=\pi Jv^2\int_0^t u^2\,du=\frac{\pi Jv^2t^3}{3}.
$$

Two powers of time come from the area of a growing disc, and the third from the continuing supply of births. The factor $1/3$ accounts for later births having less time to grow. If $N_0$ nuclei per unit area were all present at the start, independently placed, the expected number would be $\pi N_0v^2t^2$, with neither the third power nor the factor $1/3$.

Q: An expected number isn't a probability. If $X$ is two, the point can't be covered with probability two.

A: We need the probability that the cone contains no birth. Divide it into many small cells of area $\delta A_k$ and duration $\delta s_k$. The probability of a birth in cell $k$ is $\varepsilon_k=J\,\delta A_k\,\delta s_k$, up to terms that vanish faster as the cells shrink. The cells are independent, so the probabilities of no birth multiply:

$$
P_{\rm bare}=\prod_k(1-\varepsilon_k),\qquad
\ln P_{\rm bare}=\sum_k\ln(1-\varepsilon_k).
$$

For small $\varepsilon_k$, $\ln(1-\varepsilon_k)=-\varepsilon_k-\varepsilon_k^2/2-\cdots$. The sum of the first terms tends to $-X$. The sum of the squares is at most the largest $\varepsilon_k$ times $\sum_k\varepsilon_k$, and tends to zero with the cell size. The higher powers vanish for the same reason. Hence $P_{\rm bare}=e^{-X}$, and the probability of being covered is

$$
\theta(t)=1-e^{-X(t)}=1-\exp\!\left(-\frac{\pi Jv^2t^3}{3}\right).
$$

The exponent has no dimension: $J$ contributes one over area and time, and $v^2t^3$ contributes area times time.

Q: You found the probability for one point. I asked for the fraction of a surface.

A: Every point of the uniform surface has the same probability. The expected covered area is the integral of that probability over the surface, so the expected covered fraction is $\theta$.

A particular sample of area $A$ fluctuates about it. The cones of two points farther apart than $2vt$ do not overlap, so the states of those points are independent. For closer points the covariance is at most $1/4$, the largest variance of a variable that is either zero or one. Each point has correlated partners within an area of at most $\pi(2vt)^2$, hence

$$
\operatorname{Var}(\text{covered fraction})\le
\frac{1}{A^2}\,A\,\pi(2vt)^2\,\frac14=\frac{\pi v^2t^2}{A}.
$$

A surface is wide enough for the mean to describe a single sample when this number is small compared with the square of the accuracy wanted.

Q: What has become of the sum of island areas that I wanted to use?

A: It is close to $X$ at early times. In full, $X$ is the summed area of all discs, phantoms included, per unit of surface. The expansion

$$
\theta=X-\frac{X^2}{2}+\cdots
$$

shows that your sum is good when $X$ is small. Differentiating the coverage shows what happens later:

$$
\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=(1-\theta)\,\pi Jv^2t^2 .
$$

The factor $\pi Jv^2t^2$ is the speed $v$ times the summed perimeter of all discs per unit area, $\int_0^tJ\,2\pi v(t-s)\,ds=\pi Jvt^2$. The factor $1-\theta$ is the part of that perimeter which faces bare surface. Coverage starts slowly because there is little perimeter, and ends slowly because little of it is free.

Q: How many real nuclei are there in the end? They can't increase forever.

A: Their density $N$ per unit of total area grows at the rate $J$ times the bare fraction:

$$
\frac{dN}{dt}=J(1-\theta)=J e^{-at^3},\qquad a=\frac{\pi Jv^2}{3}.
$$

For the final density integrate to infinite time. Put $q=at^3$, so $t=(q/a)^{1/3}$ and $dt=\tfrac13a^{-1/3}q^{-2/3}dq$. Then

$$
N_\infty=J\,a^{-1/3}\,\frac13\int_0^\infty q^{-2/3}e^{-q}\,dq
=J\,a^{-1/3}\,\frac13\Gamma\!\left(\tfrac13\right).
$$

The integral is the definition of the gamma function at $1/3$. With $\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)$,

$$
N_\infty=J\,\Gamma\!\left(\tfrac43\right)\left(\frac{3}{\pi Jv^2}\right)^{1/3}
=0.879\left(\frac Jv\right)^{2/3}.
$$

Faster edges close the surface sooner and leave fewer islands.

Q: I'd trust all this more if someone had let the islands grow without using phantoms.

A: A simulation can do that. Choose $(v/J)^{1/3}$ as the unit of length and $(Jv^2)^{-1/3}$ as the unit of time, so that $J=v=1$. On a square of side 30 with periodic edges, births were drawn at random and those on covered places were refused. Coverage was read on a grid of 36 by 36 points and averaged over 20 runs.

At times 0.6, 0.9 and 1.2 the simulated coverages were 0.197, 0.530 and 0.836. The formula gives 0.202, 0.534 and 0.836. The test allowed a difference of 0.02. The final density of real nuclei was 0.876, against 0.879 from the formula.

Restoring the refused births and letting them grow changed no arrival time at any grid point: the largest change was zero. This tests the phantom argument separately from the exponential.

## Second half: other conditions and a worked case

The symbols keep their meaning. $J$ is the nucleation rate per bare area, $v$ the edge speed, $t$ the time or number of cycles, and $\theta$ the covered fraction. The first half showed that $\theta=1-e^{-X}$, where $X=\pi Jv^2t^3/3$ is the expected number of births, phantoms included, that could have reached a given point. It also showed that phantom discs stay inside real ones and that the final density of nuclei is $N_\infty=0.879\,(J/v)^{2/3}$.

For a wide, uniform surface with constant $J$ and $v$, the coverage law and the final density of nuclei are now derived and agree with simulation. What remains is to see how other conditions change the result, and to work through a case with numbers for gallium oxide.
